\section*{Hall voltage of a rectangular plate short-circuited by its current contacts}

\section{A missing 30\% of the Hall voltage}

A square sheet, 4 µm on a side, carries 10 µA in a field of 1 T. It holds $2.0\times10^{12}$ holes per cm$^2$, and the long-channel formula predicts a Hall voltage of 3.12 mV. Solving for the potential gives 2.17 mV. Someone who trusted the long-channel formula would infer a density of $2.87\times10^{12}$ cm$^{-2}$ from a sheet that holds $2.0\times10^{12}$. The loss comes from the metal current contacts.

The plate occupies $0<x<L$, $0<y<W$. Metal covers the whole end $x=0$, at potential $V$, and the whole end $x=L$, at potential zero. The edges $y=0$ and $y=W$ are insulating. The Hall voltage is read by point probes at mid-length,
\begin{equation}
V_H=\phi(L/2,0)-\phi(L/2,W).
\end{equation}
The sheet is uniform, with carriers of density $n$, charge $q$, mass $m$ and scattering time $\tau$ (in graphene $m$ is the cyclotron mass). Steady drift in a perpendicular field $B$ obeys $m\mathbf v/\tau=q(\mathbf E+\mathbf v\times\mathbf B)$, where $\mathbf v\times\mathbf B=B(v_y,-v_x)$. Define $\mu=q\tau/m$, which carries the sign of $q$, and
\begin{equation}
\beta=\mu B=\tan\theta,\qquad \rho=\frac{1}{nq\mu},\qquad |\theta|<\pi/2 .
\end{equation}
Since $\mathbf J=nq\mathbf v$, solving the drift equation for $\mathbf E$ gives
\begin{equation}
E_x=\rho(J_x-\beta J_y),\qquad E_y=\rho(J_y+\beta J_x).
\label{ohm}
\end{equation}
If the current flows straight along $x$, then $E_y=\rho\beta J_x$ and the Hall voltage is $\rho\beta I$. Here $\rho=624.2\ \Omega$ and $\beta=0.5$, so this is $624.2\times0.5\times10\ \mu\mathrm A=3.12$ mV. The quantity sought is the ratio
\begin{equation}
G=\frac{V_H}{\rho\beta I}.
\end{equation}
Because $\rho\beta=B/(nq)$, ignoring $G$ gives an apparent density $n/G$.

\section{The square plate by hand}

\subsection{From an oblique condition to a known angle}

In the steady state $\nabla\cdot\mathbf J=0$ and $\nabla\times\mathbf E=0$. Taking the divergence of (\ref{ohm}) gives $\nabla\cdot\mathbf E=\rho\beta(\partial_yJ_x-\partial_xJ_y)$, and taking its curl gives $\partial_xJ_y-\partial_yJ_x=-\beta\nabla\cdot\mathbf J=0$. Hence $\nabla\cdot\mathbf E=0$, and $\phi$ obeys Laplace's equation.

On an insulating edge $J_y=0$, so (\ref{ohm}) gives $E_y=\beta E_x$, or
\begin{equation}
\partial_y\phi=\beta\,\partial_x\phi\qquad(y=0,\ W).
\end{equation}
This is an oblique-derivative condition: it fixes the derivative of $\phi$ along a direction tilted from the normal. It also says that the field makes the known angle $\theta$ with the $x$ axis. On the metal ends $E_y=0$, and the angle is zero. The direction of the field is therefore known on the whole boundary, although its strength is not.

This is useful because $f=E_x-iE_y$ is an analytic function of $z=x+iy$: zero divergence and zero curl are its Cauchy--Riemann equations. Write $f=|E|e^{-i\alpha}$, with $\alpha$ the angle of the field. Where $f\neq0$,
\begin{equation}
\ln f=\ln|E|-i\alpha
\end{equation}
is analytic too, so $\alpha$ is harmonic. It equals $\theta$ on the edges and $0$ on the contacts. An oblique problem for $\phi$ has become a problem for $\alpha$ with given boundary values.

The Cauchy--Riemann equations of $\ln f$ are
\begin{equation}
\partial_x\ln|E|=-\partial_y\alpha,\qquad \partial_y\ln|E|=\partial_x\alpha .
\label{cr}
\end{equation}
The boundary values of $\alpha$ are unchanged by reflection in the line $x=L/2$, so $\partial_x\alpha=0$ there and $|E|$ is constant along that line. In the same way $\partial_y\alpha=0$ on $y=W/2$, and $|E|$ is constant along that line. The lines cross at the centre, so both constants are the same number $C$. On these two lines only the angle varies.

\subsection{The angle between the probes}

Set $\alpha=\theta(1-p)$. The function $p$ is harmonic, equal to 1 on the contacts and 0 on the edges. Expanding 1 in sines across the plate, $1=\sum_{n\,\mathrm{odd}}(4/n\pi)\sin(n\pi y/W)$, and giving each term the harmonic $x$ dependence symmetric about $L/2$, we get
\begin{equation}
p(x,y)=\sum_{n\ \mathrm{odd}}\frac{4}{n\pi}\sin\frac{n\pi y}{W}\,
\frac{\cosh[n\pi(x-L/2)/W]}{\cosh(n\pi L/2W)} .
\end{equation}
Let $P(y)=p(L/2,y)$; there the numerator is 1. For the square, $\cosh(\pi/2)=2.509$ and $\cosh(3\pi/2)=55.7$, so two terms suffice:
\begin{equation}
P\simeq0.5074\sin\frac{\pi y}{W}+0.0076\sin\frac{3\pi y}{W}.
\end{equation}

\subsection{Voltage, current and their ratio}

Let $\langle\cdot\rangle$ be the average over $0<y<W$. On the line between the probes $E_y=C\sin\alpha$, so
\begin{equation}
V_H=\int_0^W E_y\,dy=CW\langle\sin(\theta-\theta P)\rangle .
\label{vh}
\end{equation}
For the current, add $\beta$ times the second equation of (\ref{ohm}) to the first: $E_x+\beta E_y=\rho(1+\beta^2)J_x$. With $1+\beta^2=1/\cos^2\theta$,
\begin{equation}
J_x=\frac{\cos\theta}{\rho}(E_x\cos\theta+E_y\sin\theta)
=\frac{C\cos\theta}{\rho}\cos(\alpha-\theta),
\end{equation}
and since $\alpha-\theta=-\theta P$,
\begin{equation}
I=\frac{CW\cos\theta}{\rho}\langle\cos\theta P\rangle .
\label{current}
\end{equation}
Divide (\ref{vh}) by $\rho\tan\theta\,I$. The constants $C$, $W$ and $\rho$ cancel, and $\tan\theta\cos\theta=\sin\theta$. Expanding $\sin(\theta-\theta P)=\sin\theta\cos\theta P-\cos\theta\sin\theta P$, where the products $\theta P$ are arguments, gives
\begin{equation}
\boxed{G=1-\cot\theta\,\frac{\langle\sin(\theta P)\rangle}{\langle\cos(\theta P)\rangle}}
\label{main}
\end{equation}

The numbers follow on paper. The averages of the two sines are $2/\pi$ and $2/3\pi$, so $\langle P\rangle=0.32304+0.00162\simeq0.3247$. In weak field (\ref{main}) becomes $G=1-\langle P\rangle=0.675$. At $\beta=0.5$, $\theta=0.4636$ rad and $\cot\theta=2$. Also $\langle P^2\rangle\simeq0.5074^2/2=0.129$ and $\langle P^3\rangle\simeq0.5074^3\times4/3\pi=0.055$. Then
\begin{align}
\langle\sin\theta P\rangle&\simeq\theta\langle P\rangle-\tfrac16\theta^3\langle P^3\rangle=0.1505-0.0009=0.1496,\\
\langle\cos\theta P\rangle&\simeq1-\tfrac12\theta^2\langle P^2\rangle=0.986,
\end{align}
and $G\simeq1-2\times0.1517=0.697$. The Hall voltage is $0.697\times3.12=2.17$ mV, the value in the opening paragraph.

\subsection{Why the contacts matter}

On the metal $E_y=0$, and (\ref{ohm}) gives $J_y=-\beta J_x$: the current enters at an angle. Near the contacts the magnetic force is answered by sideways flow instead of a Hall field. The function $P$ measures how far this influence reaches the line between the probes.

The explanation can be tested by removing the equipotential ends. If current is injected uniformly, then $J_x$ is constant and $J_y=0$ throughout, which satisfies every equation and gives $G=1$ at any length. A numerical solution with nearly uniform injection at $L/W=0.5$ gives $G=0.99997$; with metal ends the same plate has $G=0.398$.

\section{The general rectangle}

\subsection{What carries over}

Equation (\ref{main}) did not use $L=W$. For any rectangle
\begin{equation}
P(y)=\sum_{n\ \mathrm{odd}}\frac{4}{n\pi}\,\frac{\sin(n\pi y/W)}{\cosh(n\pi L/2W)} .
\label{P}
\end{equation}
The applied voltage follows from the other centre line. There $\alpha=\theta Q(x)$, where $Q$ is harmonic data of the same kind with the roles of edges and contacts exchanged:
\begin{equation}
Q(x)=\sum_{n\ \mathrm{odd}}\frac{4}{n\pi}\,\frac{\sin(n\pi x/L)}{\cosh(n\pi W/2L)},
\qquad V=CL\langle\cos\theta Q\rangle_x .
\end{equation}
Dividing by (\ref{current}) gives the two-terminal resistance
\begin{equation}
R=\rho\,\frac LW\,\frac{\langle\cos\theta Q\rangle_x}{\cos\theta\,\langle\cos\theta P\rangle}.
\label{R}
\end{equation}
In a square the two averages are equal, and $R=\rho/\cos\theta=\rho\sqrt{1+\beta^2}$. For the example this is $624.2\times1.118=698\ \Omega$.

\subsection{Why this is the solution}

We assumed that $f$ has no zeros inside. To remove the assumption, argue in reverse: start from the harmonic $\alpha$, build $\ln|E|$ from (\ref{cr}), and integrate the field to get $\phi$. All boundary conditions then hold, with $C$ set by $V$. The corners need care. Near $z=0$, with polar coordinates $r,\vartheta$, the angle falls from $\theta$ at $\vartheta=0$ to 0 at $\vartheta=\pi/2$, so $\alpha\simeq\theta(1-2\vartheta/\pi)$. This is minus the imaginary part of $(2\theta/\pi)\ln z-i\theta$, hence $|E|\sim r^{2\theta/\pi}$. At the corner $z=iW$ the angle instead rises with $\vartheta$, and $|E|\sim r^{-2\theta/\pi}$. For $\theta>0$ the field diverges at this corner and at the one diagonally opposite. The dissipated power near such a corner is proportional to $\int r^{-4\theta/\pi}r\,dr$, which is finite for $\theta<\pi/2$.

Among solutions of finite power there is no other. Let $u$ be the difference of two, with field $\mathbf E=-\nabla u$ and current $\mathbf J$. It vanishes on the contacts, and $\mathbf J$ has no normal component on the edges, so integrating $\nabla\cdot(u\mathbf J)$ over the plate gives
\begin{equation}
0=\int\mathbf E\cdot\mathbf J\,dA=\frac{\cos^2\theta}{\rho}\int|\nabla u|^2dA .
\end{equation}
The Hall terms cancelled because $E_x(\beta E_y)+E_y(-\beta E_x)=0$. Thus $u$ is constant, and it is zero on the contacts.

\subsection{The potential everywhere}

For the full map, expand $\alpha$ along $x$. Let $k=n\pi/L$, $u_n=kW/2$ and $\zeta=z-iW/2$. Then
\begin{equation}
\alpha=\mathrm{Re}\sum_{n\ \mathrm{odd}}\frac{4\theta}{n\pi}\frac{\sin k\zeta}{\cosh u_n},
\end{equation}
because the real part of $\sin k\zeta$ is $\sin kx\cosh k(y-W/2)$, which gives $\theta$ on both edges and 0 on both contacts. Hence $\ln f=\ln C-i\sum(\dots)$. The sum converges slowly near the edges. Split
\begin{equation}
\frac1{\cosh u}=2e^{-u}-\frac{2e^{-3u}}{1+e^{-2u}} .
\end{equation}
With $a=e^{i\pi z/L}$ and $b=e^{-i\pi(z-iW)/L}$, the first part contains $2e^{-u_n}\sin k\zeta=-i(a^n-b^n)$. Using $\sum_{n\,\mathrm{odd}}a^n/n=\frac12\ln[(1+a)/(1-a)]$,
\begin{equation}
f=C\left(\frac{1-a}{1+a}\right)^{2\theta/\pi}\left(\frac{1+b}{1-b}\right)^{2\theta/\pi}e^{-iS},
\label{field}
\end{equation}
\begin{equation}
S=-\sum_{n\ \mathrm{odd}}\frac{8\theta}{n\pi}\,\frac{e^{-3u_n}}{1+e^{-2u_n}}\,\sin k\zeta .
\end{equation}
Since $|\sin k\zeta|\le\cosh u_n$, each term of $S$ is at most $(4|\theta|/n\pi)e^{-n\pi W/L}$, even at the edges. The factors in (\ref{field}) display the corner powers. The potential follows by integrating along the centre line and then across:
\begin{equation}
\phi(x,y)=V-\int_0^xE_x(x',W/2)\,dx'-\int_{W/2}^yE_y(x,y')\,dy' .
\end{equation}

\subsection{The algorithm}

\begin{enumerate}
\item From $\mu$ and $B$ compute $\theta=\arctan\mu B$.
\item Sum (\ref{P}) at Gauss points in $y$, keeping terms until $n\pi L/2W$ is about 40; the terms left out are then of order $e^{-40}$.
\item Form the averages in (\ref{main}). Double the number of points to check them.
\item For the resistance repeat with $Q$ and use (\ref{R}). For the map, use (\ref{field}) and scale $C$ so that the total drop is $V$.
\end{enumerate}
For the lengths below, doubling the points changes $G$ by at most $2\times10^{-14}$.

An independent route solves the weak form of $\nabla\cdot\mathbf J=0$ by finite elements. Multiply by a test function $w$ that vanishes on the contacts and integrate by parts: $\int\nabla w\cdot\mathbf J\,dA=0$. Zero edge current is built in, and neither $\alpha$ nor its series is used. In the square plate the largest difference between the two potential maps at the points compared is about $2\times10^{-5}V$. The finite-element potential drop grows from the two left corners with powers 0.705 and 1.296; integrating the corner fields predicts $1\mp2\theta/\pi=0.705$ and $1.295$.

\section{Shortening the plate}

With $W=4$ µm, 10 µA and 1 T held fixed, the results are:

\begin{center}
\begin{tabular}{rrrrr}
$L$ (µm) & $G$ & $V_H$ (mV) & $R$ ($\Omega$) & $V_H/V$\\
20 & 0.999 & 3.12 & 3200 & 0.097\\
12 & 0.986 & 3.08 & 1952 & 0.158\\
8 & 0.935 & 2.92 & 1328 & 0.220\\
4 & 0.697 & 2.17 & 698 & 0.312\\
2 & 0.398 & 1.24 & 367 & 0.338\\
1 & 0.206 & 0.64 & 189 & 0.340
\end{tabular}
\end{center}

The finite-element values of $G$ agree with these to about $10^{-4}$. The fall of $G$ is general in this model. Take two plates of equal width and align their centres. On the ends of the shorter plate its own $p$ is 1, while that of the longer plate is below 1. By the maximum principle $P$ is larger in the shorter plate. For $\theta>0$ this raises $\sin\theta P$ and lowers $\cos\theta P$, so $G$ falls; reversing the field leaves (\ref{main}) unchanged.

\subsection{Long plates}

For $L\gg W$ the first term of (\ref{P}) dominates and $1/\cosh u\simeq2e^{-u}$, so $P\simeq(8/\pi)e^{-\pi L/2W}\sin(\pi y/W)$. Linearising (\ref{main}) in this small $P$ and averaging the sine gives
\begin{equation}
1-G\simeq\frac{16}{\pi^2}\,\theta\cot\theta\;e^{-\pi L/2W}.
\label{long}
\end{equation}
At $L/W=3$ this is 0.0135, as is the full formula to the same digits. Setting the loss to 1\% and solving for the length,
\begin{equation}
\frac LW=\frac2\pi\ln\frac{16\,\theta\cot\theta}{0.01\,\pi^2}=3.19 .
\end{equation}
This length applies to full-width metal ends and point probes at mid-length, at $\beta=0.5$.

\subsection{Short plates, at fixed current and at fixed voltage}

For $L\ll W$ the field is nearly along $x$ except within a distance of order $L$ from each edge. Let $s$ be the distance from an edge divided by $L$. Each edge then acts as the end of a half-infinite strip, and at mid-length
\begin{equation}
\alpha=\sum_{n\ \mathrm{odd}}\frac{4\theta}{n\pi}\sin\frac{n\pi}2\,e^{-n\pi s}
=\frac{4\theta}\pi\arctan e^{-\pi s},
\end{equation}
by the power series of the arctangent. Also $Q\to0$, so $V\to CL$. Adding the two edges,
\begin{equation}
\frac{V_H}{V}\to\Lambda=2\int_0^\infty\sin\!\left(\frac{4\theta}\pi\arctan e^{-\pi s}\right)ds=0.340 .
\end{equation}
With ideal contacts, the Hall voltage at fixed voltage thus grows as this plate is shortened, and saturates. At fixed current it falls, because the voltage needed to drive that current falls. In a real plate the contact resistance takes a growing share of the applied voltage as $L$ shrinks, so at fixed voltage too the Hall voltage eventually falls. Over most of the width $P\to1$, so (\ref{current}) gives $I\to VW\cos^2\theta/(\rho L)$, and
\begin{equation}
G\to\frac{\Lambda}{\sin\theta\cos\theta}\,\frac LW=0.849\,\frac LW .
\end{equation}
For $L=1$ µm this limit gives 0.212, against the full 0.206. In weak field the sine may be replaced by its argument. Integrating the arctangent series term by term gives $\int_0^\infty\arctan e^{-\pi s}ds=K/\pi$, with $K=1-\frac19+\frac1{25}-\dots$ Catalan's constant, and the slope becomes $8K/\pi^2=0.742$.

\subsection{Strong field}

At fixed $L/W$, $\cot\theta\to0$ as $\theta\to\pi/2$ while $\langle\cos\theta P\rangle$ stays positive, so $G\to1$. For the square, $G$ is 0.675, 0.697, 0.812 and 0.948 at $\beta\to0$, 0.5, 2 and 10. Within this classical, local model, a correction computed in weak field should therefore not be carried over to high mobility or high field. The model has its own limit there: in the sheet of our example, $\beta=10$ would require either 20 T, where Landau quantisation matters, or a mean free path of about 1.65 µm at 1 T, which is not small compared with the plate.

\section{The model beside a real device}

The parameters describe hole-doped graphene on silicon dioxide at 77 K with a mobility of 5000 cm$^2$/Vs; they are round, roughly typical values. The assumption that fails most clearly is that of ideal contacts. A contact resistance $r_c$ replaces the fixed potential by a drop $r_cJ_n$, where $J_n$ is the current density through the contact. Taking a rough $r_c=300\ \Omega\,$µm, each contact adds, in zero field, the resistance of $300/624=0.48$ µm of sheet. This length is no substitute for the contact in the Hall problem: an ideal plate made longer by 0.48 µm at each end would have $G=0.79$ for $L=4$ µm and 0.39 for $L=1$ µm, above the values with $r_c$ in the table below. The contact resistance evens out the injected current and weakens the short circuit. Metal probes of finite width act the other way: they carry current along the edge and lower $V_H$. Finite-element solutions with this $r_c$ at the end contacts, and with probes 0.4 µm wide that are perfect metal without contact resistance of their own, give:

\begin{center}
\begin{tabular}{rrrrr}
$L$ (µm) & ideal & with $r_c$ & wide probes & both\\
4 & 0.697 & 0.767 & 0.635 & 0.706\\
1 & 0.206 & 0.320 & 0.142 & 0.257
\end{tabular}
\end{center}

Halving the mesh size moves the last two columns by about 0.001 or less, so their third decimal is uncertain by one unit. With perfect probes the two effects nearly cancel at 4 µm, but this cannot be relied on. If the probes have the same $r_c$ as the ends, less current enters them, and $G$ with both effects becomes 0.754 at 4 µm and 0.305 at 1 µm. Lengthening the plate removes the influence of the end contacts but not that of the probes: at 20 µm, probes this wide still lower the Hall voltage by about 6\% if they are perfect and by about 1\% with this $r_c$. At 1 µm the end contacts and probes together raise $G$ by 25\% of its ideal value in the first case and by 48\% in the second, so (\ref{main}) alone cannot correct a density measured on such a plate.

For the two plates in this table, the other effects sized here are smaller than that of the end-contact resistance, though not always smaller than the net shift left when contacts and probes nearly cancel. The mean free path is 82 nm, 8\% of the shortest length, so local conduction is a fair but imperfect description there. The ballistic resistance is 81 $\Omega\,$µm for both ends together, against 600 for the contacts. If the scattering time varied as the inverse of energy, the Hall coefficient would shift by 2\%. The voltage along the longest plate changes the density by about 0.1\% through the gate oxide, taken as 300 nm thick. Landau oscillations are negligible at this temperature and field. Non-uniform doping, including doping by the contact metal, is left out and has not been sized. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
hole density 2.0e+12 cm^-2, mobility 5000 cm2/Vs
field 1.0 T, width 4.0 um, current 10 uA
mobility*field 0.500, Hall angle 26.57 deg
sheet resistivity 624.2 ohm, ideal Hall voltage 3.1208 mV
L(um)  L/W   G       G_FE    V_H(mV) R(ohm)  V_H/V   n_app(1e12 cm^-2)
 20.0  5.00  0.9994  0.9994  3.1189   3200.2 0.0975  2.001
 12.0  3.00  0.9865  0.9865  3.0786   1951.9 0.1577  2.027
  8.0  2.00  0.9351  0.9352  2.9183   1327.5 0.2198  2.139
  4.0  1.00  0.6966  0.6966  2.1738    697.8 0.3115  2.871
  2.0  0.50  0.3978  0.3977  1.2413    366.8 0.3384  5.028
  1.0  0.25  0.2057  0.2057  0.6420    189.0 0.3396  9.721
largest change of G on doubling quadrature nodes 1.8e-14
square plate: change of G_FE on halving mesh size -9.9e-05
square plate: R/rho from FE 1.1180, sqrt(1+beta^2) 1.1180
square plate: largest potential difference, field formula - FE 2.2e-05 V per V
corner powers of potential drop, FE: upper left 0.705, lower left 1.296
corner powers of potential drop, theory: 0.705, 1.295
L/W=0.5 with nearly uniform current injection: G_FE 0.99997
L/W=1: G at mobility*field -> 0, 0.5, 2, 10: 0.6753, 0.6966, 0.8118, 0.9481
L/W=3: 1-G 0.01350, long-plate estimate 0.01350
L/W needed for 1% Hall-voltage loss 3.191, estimate 3.191
short plate: G/(L/W) -> 0.8491 here, 0.7425 in weak field
short plate: V_H/V -> 0.3396 at fixed voltage
contact resistance 300 ohm um each end = 0.481 um of sheet
probe width 0.4 um
L=4 um: G ideal 0.6966, contact resistance 0.7667, wide probes 0.6348
L=4 um: G with both 0.7057, mesh-halving shift 5.8e-04
L=1 um: G ideal 0.2057, contact resistance 0.3201, wide probes 0.1422
L=1 um: G with both 0.2570, mesh-halving shift 1.1e-03
mean free path 82.5 nm, divided by shortest L 0.082
ballistic resistance times width, both ends together 80.9 ohm um
temperature 77 K, Fermi energy 165.0 meV, kT 6.64 meV
Landau spacing 3.99 meV, oscillation damping factor 6.8e-16
Hall factor if scattering time varies as 1/energy 1.0220
self-gating: relative density change along longest plate 1.1e-03
\end{verbatim}
